# Why a superlattice of subcritical layers can still relax as a whole

A superlattice can be unstable against misfit dislocations although each of its layers is far thinner than its own critical thickness. A dislocation at the base of the stack relieves all the layers above it together. It therefore responds to the product of the average misfit $\bar f$ and the total thickness $H$. In isotropic elasticity with equal elastic constants everywhere, one such line lowers the energy when

$$M b_x|\bar f|\,H > K\ln\frac{\alpha H}{b}. \tag{1}$$

Here $M$ is the biaxial modulus, $b_x$ the in-plane Burgers component normal to the line, $b$ the Burgers length, $K$ a line-energy factor and $\alpha$ a core parameter. The left side grows linearly with the number of periods and the right side logarithmically. For $\bar f\neq0$ the inequality is therefore met at some finite thickness.

## The belief and its appeal

The belief runs as follows. A strained layer on a substrate stays coherent below a critical thickness. If every layer respects its own limit, and unstrained spacers separate the strained layers, each layer is safe, and so is the stack.

There is truth in this. A buried layer that relaxes alone needs two dislocation lines, one at each interface, which is costly. A stack whose misfits cancel within every period can indeed be repeated without collective instability, provided the misfit accumulated inside a period stays small enough. What fails is the idea that a spacer resets the count. A spacer matched to the substrate does no work against a dislocation below it, but neither does it cancel the work done by the strained layers.

## Stress in a coherent layer

Let $z$ point down from the free surface, $y$ run along the dislocation and $x$ lie across it. The misfit $f$ is positive when the stress-free layer is larger than the substrate. Coherency on a thick substrate then imposes the elastic strain $-f$ along $x$ and $y$. With normal strain $e$, the energy density is

$$w=\tfrac{\lambda}{2}(e-2f)^2+\mu(2f^2+e^2),\qquad \lambda=\frac{2\mu\nu}{1-2\nu},$$

where $\mu$ is the shear modulus and $\nu$ the Poisson ratio. The surface is free, so $\partial w/\partial e=0$. This gives $\lambda(e-2f)=-2\mu e$, hence $e=2\nu f/(1-\nu)$, and

$$\sigma_{xx}=\lambda(e-2f)-2\mu f=-2\mu(e+f)=-Mf,\qquad M=\frac{2\mu(1+\nu)}{1-\nu}.$$

Two equal in-plane stresses act through the strain $-f$, so the energy density is $Mf^2$. These relations hold in atomic units as they stand, with stress in hartree per cubic bohr.

## The cost of a dislocation

Put a line at depth $d$ and write $\zeta=z-d$, $r^2=x^2+\zeta^2$. For the component $b_x$ in an infinite body, take the stress function $\psi=-D\zeta\ln r$, with $\sigma_{xx}=\partial_\zeta^2\psi$, $\sigma_{zz}=\partial_x^2\psi$ and $\sigma_{xz}=-\partial_x\partial_\zeta\psi$:

$$\sigma_{xx}=-D\zeta\frac{3x^2+\zeta^2}{r^4},\quad
\sigma_{zz}=D\zeta\frac{x^2-\zeta^2}{r^4},\quad
\sigma_{xz}=Dx\frac{x^2-\zeta^2}{r^4}.$$

Equilibrium holds by construction. The sum $\sigma_{xx}+\sigma_{zz}=-2D\zeta/r^2$ is harmonic away from the line, as compatibility requires.

The strength $D$ follows from the Burgers vector. At fixed $\zeta$, $\int\sigma_{xx}dx=-2\pi D\,\mathrm{sgn}\,\zeta$ and $\int\sigma_{zz}dx=0$. In plane strain $2\mu\varepsilon_{xx}=(1-\nu)\sigma_{xx}-\nu\sigma_{zz}$. The displacement $u_x$ therefore changes by $+\pi D(1-\nu)/\mu$ across the body above the line and by the opposite amount below. A circuit around the line collects the difference, which must equal $b_x$:

$$D=\frac{\mu b_x}{2\pi(1-\nu)}.$$

For $b_z$ the field is the same one turned by a quarter circle, $\psi=D'x\ln r$, with $b_z$ replacing $b_x$ in $D'$.

The surface must carry no traction. A line load $\mathbf F$ on a half-space produces the purely radial stress $\sigma_{rr}=-2\mathbf F\cdot\hat{\mathbf r}/(\pi r)$. It is in equilibrium because $r\sigma_{rr}$ does not depend on $r$, and over a half circle it transmits $-(2/\pi)(\pi/2)\mathbf F=-\mathbf F$, which balances the load. Since the outward normal is $-z$, the loads that cancel the surface traction are $\mathbf F=(\sigma_{xz},\sigma_{zz})$ per unit length of surface.

A load at $x=s$ sees the dislocation along $\hat{\mathbf r}=(-s,d)/r$, now with $r^2=s^2+d^2$. For $b_x$, $\mathbf F\cdot\hat{\mathbf r}=-D(s^2-d^2)/r^3$, so the stress at the line is

$$\sigma_{xx}=\frac{2D}{\pi}\int_{-\infty}^{\infty}\frac{s^2(s^2-d^2)}{(s^2+d^2)^3}ds
=\frac{2D}{\pi d}\left(\frac{3\pi}{8}-\frac{\pi}{8}\right)=\frac{D}{2d}.$$

For $b_z$, $\mathbf F\cdot\hat{\mathbf r}=2D'ds/r^3$, and

$$\sigma_{xz}=\frac{4D'd^2}{\pi}\int_{-\infty}^{\infty}\frac{s^2}{(s^2+d^2)^3}ds=\frac{D'}{2d}.$$

Raising the line by a small height displaces the two faces of a vertical cut by $\mathbf b$. The upward force per length is therefore $b_x\sigma_{xx}+b_z\sigma_{xz}+b_y\sigma_{xy}$. Cross terms between $b_x$ and $b_z$ vanish because the stresses concerned are odd in $x$. For the screw part $b_y$, an opposite mirror line at height $d$ above the surface cancels the traction. At distance $2d$ it contributes $\mu b_y^2/(4\pi d)$. Altogether the surface attracts the line with force $K/d$, where

$$K=\frac{\mu}{4\pi}\left[\frac{b_x^2+b_z^2}{1-\nu}+b_y^2\right].$$

Taking the line down against this force costs $K\ln d$ plus a constant. Elasticity cannot supply the constant, which belongs to the core, so the cost is written $K\ln(\alpha d/b)$.

## The gain, and why it is collective

The coherent stack has $\sigma_{xx}=-Mf(z)$ and no shear stress on the vertical cut. It pushes the line down with force $Mb_xf(z)$. The net energy of a line at depth $d$ is therefore

$$G(d)=K\ln\frac{\alpha d}{b}-Mb_xF(d),\qquad F(d)=\int_0^d f(z)\,dz. \tag{2}$$

If $F<0$, the opposite Burgers vector is favoured and $|F|$ replaces $F$.

The same work can be found layer by layer. In the half-space the dislocation's strain decays fast enough that the far left and far right match below the line, while above it they differ by $b_x$. Hence $\int\varepsilon_{xx}dx$ equals $b_x$ at every height above the line and zero below. Vertical force balance up to the free surface gives $\int\sigma_{zz}dx=0$, so above the line $\int\sigma_{xx}dx=2\mu b_x/(1-\nu)$. With $\sigma_{yy}=\nu(\sigma_{xx}+\sigma_{zz})$, the integral of the stress trace is

$$\int(\sigma_{xx}+\sigma_{yy}+\sigma_{zz})\,dx=(1+\nu)\frac{2\mu b_x}{1-\nu}=Mb_x .$$

The components $b_z$ and $b_y$ add nothing: the trace of the first is odd in $x$ and that of the second is zero. This stress does work on the layer's stress-free expansion $f$, so a layer of thickness $h$ contributes $-Mb_xfh$ wherever it lies above the line. A layer at the top is relieved as much as one next to the substrate.

At the base $F(H)=\sum_i h_if_i=\bar fH$, and $G(H)<0$ is condition (1). To solve for the threshold $H_c$, set $c=Mb_x|\bar f|$ and $w=-cH_c/K$. The equality $cH_c=K\ln(\alpha H_c/b)$ becomes $H_c=(b/\alpha)e^{-w}$. Since also $H_c=-Kw/c$, it follows that $we^w=-cb/(\alpha K)$, and

$$H_c=-\frac{K}{c}\,W_{-1}\!\left(-\frac{cb}{\alpha K}\right).$$

$W_{-1}$ is the lower real branch of the Lambert function. The other branch gives a root of core size, where elasticity does not apply.

## A stack with every layer at a fifth of its limit

Take round parameters $\mu=55$ GPa, $\nu=0.25$, $b=0.384$ nm and $\alpha=4$. The dislocations are of the 60° type, with $b_x=b_y=0.192$ nm and $b_z=0.2715$ nm. Each period has 6 nm of unstrained material A above 2 nm of material B with 1% misfit, so B touches the substrate. The average misfit is $(2/8)\times1\%=0.25\%$.

With 1 GPa equal to 6.242 eV/nm³, the formulas give $M=183.3$ GPa and $K=5.035$ eV/nm. Layer B alone on the substrate has a critical thickness of 10.8 nm. Its actual 2 nm is 0.185 of that limit, and A has no misfit at all. By the layer-by-layer rule the stack could be repeated indefinitely.

Each period, however, adds $Mb_xf_Bh_B=4.39$ eV/nm to the work available at the base:

| Periods | $H$ (nm) | Line energy (eV/nm) | Work (eV/nm) | $G$ (eV/nm) |
|---:|---:|---:|---:|---:|
| 7 | 56 | 32.07 | 30.76 | +1.31 |
| 8 | 64 | 32.74 | 35.15 | −2.41 |
| 20 | 160 | 37.35 | 87.88 | −50.53 |

The eighth period makes the stack unstable. A uniform film with the average misfit has $H_c=59$ nm (590 Å), between the seventh and eighth periods.

The base is also the most favourable depth. From (2), $dG/dd=K/d-Mb_xf$. This is positive in A, and negative in B once $d$ exceeds $5.035/2.197=2.3$ nm, which holds in every B layer here. The minima therefore lie at the bottoms of the B layers. Going from the bottom of the $k$th B layer to the next changes $G$ by $K\ln[(k+1)/k]-4.39$ eV/nm. Even for $k=1$ this is $3.49-4.39<0$, so each lower B interface is more favourable than the one above.

A single buried B layer, by contrast, is safe. Two opposite lines on one glide plane attract with force $2K/s$ at separation $s$. The inclined glide plane makes $s=2\sqrt{3/2}=2.45$ nm. Fixing the core cutoff by comparison with a line and its mirror image gives an estimated cost of $2K\ln(\alpha s/2b)=26$ eV/nm, against a gain of 4.39 eV/nm. The layer criterion answers its own question correctly, but the stability of the stack is a different question.

## What relaxation removes

Suppose dislocations at the base relax all layers by a common strain $\delta$ in both in-plane directions. Writing $f_i-\delta=(f_i-\bar f)+(\bar f-\delta)$ and using $\sum_ih_i(f_i-\bar f)=0$, the elastic energy per area is

$$M\sum_ih_i(f_i-\delta)^2=MH(\bar f-\delta)^2+M\sum_ih_i(f_i-\bar f)^2 .$$

The last term does not depend on $\delta$. At most the average part can be released, here $0.25^2/[(2/8)\times1^2]=25\%$ of the stored energy, before the cost of the dislocations is counted. After full average relaxation A carries a strain of $+0.25\%$ and B one of $-0.75\%$. The layers can remain coherent with one another while the stack as a whole has lost coherency with the substrate.

## The balanced limit

Now keep the layers but choose a substrate whose lattice matches their average. The misfits become $-0.25\%$ in A and $+0.75\%$ in B, and $F$ returns to zero after each period. Its largest magnitude is $0.0025\times6=0.015$ nm, so the work never exceeds 3.30 eV/nm. The line energy is already $K\ln(4/0.384)=11.8$ eV/nm at a depth of 1 nm, and 57 eV/nm at the base of 1000 periods, 8000 nm down. Within this model, adding periods does not destabilize the balanced stack. Layers that are individually too thick could still fail, because the bound on $F$ grows with the period.

The balance must be good if the stack is thick. A residual average misfit of 0.01%, treated as a uniform film, brings back a finite limit of about 2300 nm, well short of those 8000 nm. In the layered stack the misfit accumulated within a period adds to this when the residual has the sign of A's misfit, and the limit falls to about 2150 nm.

## Beside real stacks

The example lies in the rough regime of silicon–germanium layers on silicon, with about a quarter germanium in B. Changing one assumption at a time moves the 59 nm threshold as follows:

- Core parameters of 2 and 8 give 51 and 66 nm.
- In a cubic crystal with layers normal to a cube axis, $M=C_{11}+C_{12}-2C_{12}^2/C_{11}$. Silicon-like constants change $M$ by less than 2%. Using the stiff shear constant $C_{44}$, roughly 80 GPa, in the line energy alone raises the threshold to about 90 nm, the largest shift found here. This overstates the effect. With $C_{11}$, $C_{12}$, $C_{44}$ of about 166, 64 and 80 GPa, anisotropic elasticity gives $K\approx5.9$ eV/nm for the 60° line, and with the cubic $M$ a threshold of about 72 nm.
- Making B 5% softer in the work term, with the line energy left unchanged, gives 63 nm. With unequal moduli, the quantity to balance is $\sum_iM_ih_if_i$.
- A thermal expansion difference of roughly $10^{-6}$ per kelvin, between 300 K and growth at 850 K, raises the misfit of B to 1.055% and gives 55 nm.
- A surface step of height $b_z$, at a rough surface energy of 1.5 J/m², costs 2.5 eV/nm and gives 64 nm. This treats the step as a strip of fresh surface. Reconstructed steps on silicon can cost considerably less, so the shift is closer to an upper estimate.

A further assumption is equilibrium. Condition (1) says that relaxation lowers the energy, not that it happens. Consider a half-loop of radius $R$ spreading from a perfect surface on a glide plane at angle $\theta$ to the layers, with $\sin\theta=\sqrt{2/3}$. Its energy is roughly

$$\pi RK\ln\frac{\alpha R}{b}-\frac{\pi R^2}{2}Mb_x\bar f\sin\theta .$$

To reach the base of the eight-period stack it needs $R=64/\sin\theta=78$ nm, where this estimate is about 4000 eV. The figure is the difference of two larger terms, about 8300 and 4300 eV, and it omits the curvature constant in the energy of a loop. Taking half of a full circular glide loop with the same core cutoff, and the layered misfit, gives about 3000 eV. Only the order of magnitude, thousands of eV, is meaningful. At 850 K, $kT$ is 0.073 eV. Thermal nucleation from a perfect surface is therefore out of reach at the threshold, and such a stack can persist as a metastable coherent one.

A threading dislocation that already crosses the stack avoids this barrier if it can glide and has the 60° Burgers vector assumed here. One that would leave a pure screw line has $b_x=0$ and relieves no misfit. As the 60° thread glides sideways it leaves a line at the base and gains $-G$ per unit length, less whatever lattice friction takes, which is not modelled here. For stacks that must survive long anneals, or that contain such threads, the design check therefore needs at least two parts: each layer against its own limit, and the accumulated work $Mb_x|F(d)|$ against the line energy at every depth, including the base. The second part must be repeated for each stage of growth, with $d$ measured from the surface at that stage. With the round parameters used here, the eight-period stack, for example, is unstable as grown, yet a single line at any depth would no longer lower its energy once 100 nm of unstrained material covered it. Any buried group of layers whose misfits do not cancel, unstrained spacers included, should also be checked against a pair of opposite lines that bound it.

Numbers in the example were calculated in double precision.
